# How a dc voltage divides between two equal plasma sheaths

**The question**

Two plane metal electrodes of equal area $A$ face each other across a plasma. An external source sustains the plasma, and the side walls are insulating, so the electrodes are the only conductors that touch it. A dc supply holds electrode 1 at a voltage $V\ge 0$ above electrode 2.

The sheath drop $\phi_k$ is the potential at the sheath edge minus the potential of electrode $k$, so a positive drop repels electrons. The floating drop $\phi_f$ is the value at which an electrode draws no net current. The electrons are Maxwellian with temperature $T_e$ and mass $m$; the ions are cold and singly charged, with mass $M$. The electrodes emit no electrons, and the potential difference between the two sheath edges is neglected. The source is taken to hold $T_e$ and the plasma density fixed while $V$ is varied.

**(a) Explain, with a collisionless model of the presheath, why the ion current to an electrode does not depend on its sheath drop.**

*Answer.* Let $x$ be the distance from the midplane, where the density is $n_0$, and let $u$ be the ion speed. The presheath is quasineutral, so both species have density $n$. Electrons in force balance obey $enE=-kT_e\,dn/dx$. Ions are created at rest at the rate $\nu n$ per unit volume. They are treated as a fluid with a single speed $u$ at each point, which neglects the spread of speeds among ions born at different places. Their continuity and momentum equations are then

$$\frac{d(nu)}{dx}=\nu n,\qquad M\frac{d(nu^2)}{dx}=enE=-kT_e\frac{dn}{dx}.$$

The second equation integrates at once to $n(Mu^2+kT_e)=n_0kT_e$, because $u=0$ at the midplane. With $u_B=\sqrt{kT_e/M}$ and $s=u/u_B$ this reads

$$n=\frac{n_0}{1+s^2},\qquad nu=n_0u_B\frac{s}{1+s^2}.$$

Putting both into the continuity equation gives

$$n_0u_B\frac{1-s^2}{(1+s^2)^2}\frac{ds}{dx}=\frac{\nu n_0}{1+s^2}
\quad\Rightarrow\quad
\frac{ds}{dx}=\frac{\nu}{u_B}\,\frac{1+s^2}{1-s^2}.$$

The gradient diverges at $s=1$. Quasineutrality fails there, and this point is the sheath edge. The ions arrive at it with speed $u_B$ and density $n_s=n_0/2$. Ionization within the thin sheath is negligible, so the same flux reaches the electrode:

$$J_i=en_su_B.$$

The electrode potential has not entered. A larger drop makes the ions faster in the sheath and correspondingly less dense, with the same flux.

This can be checked without assuming quasineutrality, by integrating the ion equations together with Poisson's equation up to the wall. For the argon plasma of part (e) in the 10 cm gap of part (g), with wall drops of 11.96 V and 211.96 V, the flux is $0.5063\,n_0u_B$ in both cases, with a relative difference of $1.7\times10^{-5}$. The quasineutral value is $0.5\,n_0u_B$. The excess shrinks as the gap widens against the Debye length: the flux is $0.5105\,n_0u_B$ for a 5 cm gap and $0.5037\,n_0u_B$ for 20 cm.

Both values rest on the single-speed fluid. A quasineutral kinetic model that keeps the spread of ion speeds gives a flux of about $0.487\,n_0u_B$, again independent of the electrode potential, and a mean speed of about $1.14\,u_B$ at the sheath edge. At $kT_e=3$ eV this higher speed would reduce the floating drop found below by about 0.4 V, but it would not change $\phi_f-\phi_1$.

Ion collisions in the presheath would change $J_i$, but by the same factor on both sides of a symmetric plasma. From the ion model, the results below for $\phi_f-\phi_1$ need only that the two ion current densities are equal and do not change with $V$.

**(b) Find the electron current density to an electrode with drop $\phi\ge0$, and hence $\phi_f$.**

*Answer.* An electron moving towards the electrode reaches it if $\tfrac12mv^2>e\phi$, where $v$ is its velocity component normal to the surface. With $v_c=\sqrt{2e\phi/m}$,

$$J_e=en_s\sqrt{\frac{m}{2\pi kT_e}}\int_{v_c}^{\infty}v\,e^{-mv^2/2kT_e}\,dv .$$

The integrand is the derivative of $-(kT_e/m)\,e^{-mv^2/2kT_e}$, so

$$J_e=en_s\sqrt{\frac{kT_e}{2\pi m}}\;e^{-e\phi/kT_e}.$$

A floating electrode has $J_e=J_i$, that is, $\sqrt{kT_e/2\pi m}\,e^{-e\phi_f/kT_e}=\sqrt{kT_e/M}$. Taking logarithms,

$$\phi_f=\frac{kT_e}{2e}\ln\frac{M}{2\pi m}.$$

Dividing $J_e(\phi)$ by $J_e(\phi_f)=J_i$ gives the form needed next:

$$J_e(\phi)=J_i\,e^{e(\phi_f-\phi)/kT_e}. \tag{1}$$

**(c) Find $\phi_f-\phi_1$ as a function of $V$, and show that for finite $V$ it stays below $(kT_e/e)\ln2$.**

*Answer.* Electrode 1 is higher in potential by $V$, so its drop is smaller by $V$: $\phi_2=\phi_1+V$. In the steady state the plasma loses no net charge. Since the areas are equal,

$$J_e(\phi_1)+J_e(\phi_2)=2J_i .$$

Insert (1), divide by $J_i$, and take out the common factor:

$$e^{e(\phi_f-\phi_1)/kT_e}\left(1+e^{-eV/kT_e}\right)=2 .$$

Hence

$$\phi_f-\phi_1=\frac{kT_e}{e}\ln\frac{2}{1+e^{-eV/kT_e}} . \tag{2}$$

The denominator exceeds 1 for every finite $V$, so the lowering is less than $(kT_e/e)\ln2$. It approaches that value when $eV\gg kT_e$.

The physical reason is a count of electrons. At large $V$ electrode 2 receives almost none, yet it still takes its ion current. Electrode 1 must therefore collect the electrons that balance both ion currents, which is twice its floating electron current. By (1), doubling the electron current requires the drop to fall by $(kT_e/e)\ln2$, and no more than a doubling is ever needed.

The derivation requires $\phi_1\ge0$. This holds at every $V$ if $\phi_f\ge(kT_e/e)\ln 2$, or $M\ge8\pi m$, which any ion satisfies.

**(d) Where does the rest of $V$ appear? Find the current density in the circuit, and treat small $V$.**

*Answer.* The drop at the negative electrode rises above its floating value by

$$\phi_2-\phi_f=V-(\phi_f-\phi_1),$$

which tends to $V-(kT_e/e)\ln2$. At large $V$ nearly all the applied voltage lies across the negative sheath.

The current density from electrode 1 into the plasma is $J=J_e(\phi_1)-J_i$, because electrons arriving at the electrode are a conventional current leaving it. From (1) and (2),

$$J=J_i\left(\frac{2}{1+e^{-eV/kT_e}}-1\right)=J_i\,\frac{1-e^{-eV/kT_e}}{1+e^{-eV/kT_e}}=J_i\tanh\frac{eV}{2kT_e}.$$

It saturates at $J_i$, since electrode 2 can take no more than its ion current.

For small $V$, the derivative of (2) is

$$\frac{d(\phi_f-\phi_1)}{dV}=\frac{1}{1+e^{eV/kT_e}},$$

which equals $\tfrac12$ at $V=0$. A small voltage is thus shared equally: one drop falls by $V/2$ and the other rises by $V/2$. As $V$ grows, the share of each further volt taken by the positive sheath falls to zero.

**(e) Evaluate the results for argon with $kT_e=3$ eV and $n_s=10^{10}$ cm$^{-3}$.**

*Answer.* The mass ratio is $M/m=72\,821$, so

$$\phi_f=\tfrac12(3\ \text{V})\ln\frac{72\,821}{2\pi}=(3\ \text{V})(4.679)=14.04\ \text{V}.$$

The limit of the lowering is $(3\ \text{V})\ln2=2.08$ V. With $u_B=2.69$ km/s, the ion current density $en_su_B$ is 0.431 mA/cm$^2$.

At $V=3$ V, $eV/kT_e=1$ and the lowering is $(3\ \text{V})\ln[2/(1+e^{-1})]=1.14$ V. The current density is $0.431\tanh(0.5)=0.199$ mA/cm$^2$. Other voltages follow in the same way:

| $V$ (V) | $\phi_1$ (V) | $\phi_2$ (V) | Lowering (V) | $J$ (mA/cm$^2$) |
|---|---|---|---|---|
| 0 | 14.04 | 14.04 | 0 | 0 |
| 3 | 12.90 | 15.90 | 1.14 | 0.199 |
| 15 | 11.98 | 26.98 | 2.06 | 0.426 |
| 200 | 11.96 | 211.96 | 2.08 | 0.431 |

At 15 V the lowering has reached 99% of its limit. From there to 200 V the positive drop changes by only about 0.02 V. The sheath edge in front of the more positive electrode stays about 12 V above it and follows it as its potential is raised. The middle of the plasma is higher still, by the potential drop across the presheath. Ions that cross the sheath without collisions gain about 12 eV at electrode 1 and 212 eV at electrode 2.

**(f) How does the large-voltage limit change if the areas are $A_1$ and $A_2$, with equal ion current densities?**

*Answer.* Charge balance now weights each current density with its area:

$$A_1J_e(\phi_1)+A_2J_e(\phi_2)=(A_1+A_2)J_i .$$

At large $V$ the second term vanishes. Then $J_e(\phi_1)=(1+A_2/A_1)J_i$, and (1) gives

$$\phi_f-\phi_1\to\frac{kT_e}{e}\ln\left(1+\frac{A_2}{A_1}\right).$$

Equal areas return $\ln2$. For $A_2/A_1=3$ and $kT_e=3$ eV the lowering is $(3\ \text{V})\ln4=4.16$ V. The formula needs $\phi_1$ to remain positive, which requires $1+A_2/A_1<e^{e\phi_f/kT_e}$. For argon the right-hand side is $e^{4.679}\approx108$. It loses accuracy before that bound, because (1) ignores the electrons that the electrode absorbs and that are therefore missing from the density at its sheath edge. Allowing for them reduces the lowering by about 0.16 V at $A_2/A_1=30$ and by about 0.7 V at $A_2/A_1=100$. A small positive electrode facing a much larger negative one can therefore leave the regime of this model.

**(g) Compare the model with a real plasma reactor, and estimate the main errors at 200 V.**

*Answer.* The values of part (e), with argon at 5 mTorr and 300 K in a 10 cm gap, lie roughly in the regime of inductively coupled etching reactors, with the density near the low end. The density cancels from both sheath drops. Many real chambers have a grounded metal wall, which breaks the assumption that the two electrodes are the only conductors touching the plasma. If that wall is connected to electrode 2, its area adds to $A_2$; a total of $A_2=3A_1$ doubles the lowering, as found in (f).

The largest error estimated here for the two-electrode system itself comes from the electron distribution. The electrons that reach electrode 1 have energies above about 12 eV, where inelastic collisions and wall losses can deplete them. Suppose, as a rough case, that the distribution of the normal velocity component $v$ falls off with the lower temperature $kT_t=2.1$ eV where $\tfrac12mv^2$ exceeds 8 eV. Since $v\,dv$ is proportional to the energy increment, the electron current over a drop above 8 V varies as $e^{-e\phi/kT_t}$. Doubling it then costs $(kT_t/e)\ln2=1.46$ V instead of 2.08 V. Numerical integration over this distribution puts the floating drop itself at about 11.5 V, so the positive drop is about 10 V, above 8 V as required. The lowering thus measures the temperature of the fast electrons, not of the bulk.

Ions also release secondary electrons, here taken as $\gamma=0.1$ per ion. Suppose those from electrode 2 cross the gap and are collected at electrode 1, while those from electrode 1, which cannot climb the 212 V drop, join the bulk. Electrode 2 passes $(1+\gamma)J_i$, and so does electrode 1 before the arriving electrons are counted. The fast electrons supply $\gamma J_i$ of the required $2(1+\gamma)J_i$, which leaves $(2+\gamma)J_i$ for the bulk electrons. A floating electrode with the same emission, whose secondaries join the bulk, needs $(1+\gamma)J_i$. The lowering relative to it is $(3\ \text{V})\ln(2.1/1.1)=1.94$ V. This assumes that the fast electrons release no further electrons when they strike electrode 1. If each releases $\delta$ electrons, which join the bulk, the lowering becomes $(kT_e/e)\ln[(2+\gamma+\delta\gamma)/(1+\gamma)]$. This returns to 2.08 V at $\delta=1$ and exceeds it for larger $\delta$.

Each fast secondary makes about 0.40 ionizations in one crossing, or 0.04 per ion striking electrode 2. By this route the bias is far from sustaining a discharge on its own. That would need about two per ion striking electrode 2, because half of the new ions go to electrode 1.

The remaining estimates are smaller. The resistive drop across the plasma is about 0.025 V if the density is taken as $n_s$ throughout, and less with the higher density in the middle. This is only an order of magnitude, because the electron mean free path, about 7 cm, is comparable with the gap. Absorption at electrode 1 removes about 0.24% of the Maxwellian density at its sheath edge. In the collisionless model the negative sheath is about 2.6 mm thicker than the positive one, which is small compared with the gap but not with the ion mean free path of about 6 mm. Some ions therefore collide in the negative sheath and strike with less than 212 eV. Their flux is unchanged, and with it the lowering. The mean free path is also much shorter than the 50 mm from the midplane to an electrode, so the presheath is collisional and the ratio $n_s/n_0=\tfrac12$ of part (a) does not hold for this gas. The lowering is unaffected as long as the ion current densities on the two sides stay equal and do not change with $V$. The rough inputs behind these estimates are listed in the numerical output.

## Values computed for the example and the checks

```
Electron temperature: 3.0 eV
Sheath-edge density: 1.0e+10 cm^-3
Argon pressure: 5.0 mTorr
Gas temperature: 300 K
Electrode gap: 10.0 cm
Mass ratio M/m: 72821
Bohm speed: 2.692 km/s
Ion current density J_i: 0.431 mA/cm^2
Floating drop: 14.037 V
Floating drop in units of kTe/e: 4.679
Limit (kTe/e) ln 2: 2.079 V
Columns: V (V), phi_1 (V), phi_2 (V), lowering (V), J (mA/cm^2)
   0.0   14.037   14.037   0.000   0.000
   3.0   12.897   15.897   1.140   0.199
   6.0   12.338   18.338   1.699   0.328
  15.0   11.978   26.978   2.059   0.426
 200.0   11.957  211.957   2.079   0.431
Lowering for area ratio A_2/A_1 = 3: 4.159 V
Ion flux to wall / (centre density x Bohm speed), collisionless model:
  at positive electrode: 0.5063
  at negative electrode: 0.5063
  relative difference: 1.7e-05
Neglected effects at the largest voltage (rough inputs):
Tail temperature: 2.10 eV above 8.0 eV
Floating drop with cold tail: 11.49 V
Lowering with cold tail: 1.46 V
Secondary yield: 0.10 electrons per ion
Lowering if fast secondaries reach positive electrode: 1.94 V
Ionization cross section: 2.5e-16 cm^2
Ionizations per secondary in one crossing: 0.40
Yield x ionizations (about 1 to self-sustain): 0.040
Electron collision rate coefficient: 1.0e-07 cm^3/s
Resistive drop across plasma: 0.025 V
Missing fraction of Maxwellian at positive electrode: 0.0024
Extra thickness of negative sheath: 2.60 mm
Ion-neutral cross section: 1.0e-14 cm^2
Ion mean free path: 6.21 mm
```
